**Testing the zero-frequency estimate from G(β/2)**

For a fermionic Green function \(G(\tau)\) with spectral function \(A(\omega)\), the program tests that \(-\beta G(\beta/2)/\pi\) is the average of \(A\) with the unit-area window \(K(\omega)=\beta/[2\pi\cosh(\beta\omega/2)]\), where \(\beta=1/T\) and \(T\) is an energy. It asserts the area, standard deviation \(\pi T\) and half-maximum weight of the window by quadrature. For an interacting two-site Hubbard model it asserts that the thermal trace defining \(G(\beta/2)\) and the weighted sum over spectral peaks agree; both give 0.519 eV⁻¹. For a resonant level and a semicircular band, Matsubara sums are asserted to match direct window averages, and the errors to lie within the curvature bounds. The resonant-level error grows from 0.5% of \(A(0)\) at 0.0025 eV to 22% at 0.025 eV, although the spectrum itself does not change. For a centred level at 0.0005 eV the error is 0.999 of the bound, in line with the bound's constant being the best possible. The gapped bands show that at \(T=0.025\) eV a half-gap of 0.01 eV is missed, while one of 0.20 eV gives a small estimate.

## Program and output

```python
# Result under test: for a fermionic Green function G(tau) with spectrum A(w),
#   estimate = -beta*G(beta/2)/pi = integral K(w) A(w) dw,
#   K(w) = beta / (2 pi cosh(beta w/2)),  integral K = 1,
# and |estimate - A(0)| <= pi^2 T^2 M/2 when |A''| <= M everywhere.
# If |A''| <= M only for |w| <= W, add max(K(W), A(0)*P(W)), where P(W) is
# the weight of K outside |w| <= W.
# T is k_B times temperature in eV, beta = 1/T, spectra are in 1/eV.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import expm, eigh


def sech(u):
    x = np.exp(-np.abs(u))
    return 2 * x / (1 + x * x)


def kernel(w, T):
    return sech(w / (2 * T)) / (2 * np.pi * T)


def outside_weight(W, T):
    return 4 / np.pi * np.arctan(np.exp(-W / (2 * T)))


def window_average(A, T, umax=40.0):
    """Quadrature of K*A with w = 2*T*u, split at w = 0."""
    f = lambda u: sech(u) * A(2 * T * u) / np.pi
    opts = dict(limit=400, epsabs=1e-12, epsrel=1e-11)
    return quad(f, -umax, 0, **opts)[0] + quad(f, 0, umax, **opts)[0]


def matsubara_estimate(im_g, T, n_terms=4000):
    """-beta*G(beta/2)/pi from Im G(i w_n); tail by repeated averaging."""
    n = np.arange(n_terms)
    wn = (2 * n + 1) * np.pi * T
    partial = np.cumsum(np.where(n % 2 == 0, 1.0, -1.0) * im_g(wn))
    tail = partial[-24:]
    while len(tail) > 1:
        tail = 0.5 * (tail[1:] + tail[:-1])
    return -2 / np.pi * tail[0]


# ---- Window properties by quadrature, at one temperature ----
T0 = 0.025
norm = 2 * quad(lambda w: kernel(w, T0), 0, 80 * T0)[0]
second = 2 * quad(lambda w: w * w * kernel(w, T0), 0, 80 * T0)[0]
assert abs(norm - 1) < 1e-8
assert abs(np.sqrt(second) / (np.pi * T0) - 1) < 1e-7
a = 0.5
generating = quad(lambda u: 2 * np.cosh(a * u) * sech(u), 0, 70)[0]
assert abs(generating - np.pi / np.cos(np.pi * a / 2)) < 1e-7
half = 2 * T0 * np.arccosh(2.0)
assert abs(kernel(half, T0) / kernel(0.0, T0) - 0.5) < 1e-12
inside = 2 * quad(lambda w: kernel(w, T0), 0, half)[0]
assert abs(inside - 2 / 3) < 1e-9
assert abs(1 - inside - outside_weight(half, T0)) < 1e-9
print("WINDOW")
print(f"norm of K: {norm:.6f}")
print(f"standard deviation / T: {np.sqrt(second)/T0:.4f}")
print(f"full width at half maximum / T: {2*half/T0:.4f}")
print(f"weight between half-maximum points: {inside:.4f}")

# ---- Interacting two-site Hubbard model: trace definition vs spectrum ----
I2, Z2 = np.eye(2), np.diag([1.0, -1.0])
low = np.array([[0.0, 1.0], [0.0, 0.0]])


def annihilator(j):
    out = np.eye(1)
    for k in range(4):
        out = np.kron(out, Z2 if k < j else (low if k == j else I2))
    return out


c = [annihilator(j) for j in range(4)]  # 1up, 1down, 2up, 2down
num = [x.T @ x for x in c]
hop, U, mu, site2, Td = 0.25, 1.0, 0.30, 0.10, 0.10
H = U * (num[0] @ num[1] + num[2] @ num[3]) - mu * sum(num)
H = H + site2 * (num[2] + num[3])
for s in (0, 1):
    H = H - hop * (c[s].T @ c[s + 2] + c[s + 2].T @ c[s])
half_prop = expm(-H / (2 * Td))
Zpart = np.trace(half_prop @ half_prop)
G_half = -np.trace(half_prop @ c[0] @ half_prop @ c[0].T) / Zpart
from_trace = -G_half / (np.pi * Td)
E, V = eigh(H)
boltz = np.exp(-E / Td)
elements = V.T @ c[0] @ V
weights = elements**2 * (boltz[:, None] + boltz[None, :]) / boltz.sum()
poles = E[None, :] - E[:, None]
from_spectrum = np.sum(weights * kernel(poles, Td))
assert abs(weights.sum() - 1) < 1e-10
assert abs(from_trace - from_spectrum) < 1e-10
assert from_trace < 1 / (2 * np.pi * Td)
print("TWO-SITE HUBBARD MODEL, site 1, spin up")
print(f"hopping, U, mu, site-2 energy, T: {hop}, {U}, {mu}, {site2}, {Td} eV")
print(f"G(beta/2) from trace: {G_half:.6f}")
print(f"estimate from trace: {from_trace:.6f} 1/eV")
print(f"window average of spectrum: {from_spectrum:.6f} 1/eV")
print(f"upper limit beta/(2 pi): {1/(2*np.pi*Td):.4f} 1/eV")

# ---- Resonant level: temperature-independent spectrum ----
Gam, eps = 0.10, 0.02


def resonance(w, e=eps):
    return Gam / np.pi / ((w - e)**2 + Gam**2)


def im_g_resonance(wn, e=eps):
    return np.imag(1 / (1j * wn - e + 1j * Gam))


A0 = resonance(0.0)
M = 2 / (np.pi * Gam**3)
x = eps / Gam
curv0 = (6 * x * x - 2) / (1 + x * x)**3 / (np.pi * Gam**3)
h = 1e-4
grid = np.arange(-1, 1, h)
fd = (resonance(grid + h) - 2 * resonance(grid) + resonance(grid - h)) / h**2
assert abs(np.max(np.abs(fd)) / M - 1) < 1e-4
fd0 = (resonance(h) - 2 * A0 + resonance(-h)) / h**2
assert abs(fd0 / curv0 - 1) < 1e-4
print("RESONANT LEVEL")
print(f"Gamma, level energy: {Gam}, {eps} eV")
print(f"A(0): {A0:.4f} 1/eV")
print(f"A''(0): {curv0:.1f} 1/eV^3; max |A''|: {M:.1f} 1/eV^3")
for T in (0.0025, 0.005, 0.01, 0.025):
    est = matsubara_estimate(im_g_resonance, T)
    assert abs(est - window_average(resonance, T)) < 1e-8
    err, bound = est - A0, np.pi**2 * T**2 * M / 2
    lead = np.pi**2 * T**2 * curv0 / 2
    assert abs(err) <= bound
    kelvin = T * constants.e / constants.k
    print(f"T = {T} eV ({kelvin:.0f} K): estimate {est:.4f} 1/eV")
    print(f"  error {err:.4f}, leading {lead:.4f}, bound {bound:.4f} 1/eV")
    print(f"  relative error: {100*err/A0:.2f} %")
T5 = np.sqrt(0.05 * A0 * 2 / (np.pi**2 * M))
rel5 = abs(matsubara_estimate(im_g_resonance, T5) / A0 - 1)
assert rel5 <= 0.05
print(f"T guaranteeing 5 % by the bound: {T5:.5f} eV")
print(f"actual relative error there: {100*rel5:.2f} %")
# Small-T law, and sharpness of the constant for a centred level
Ts = 0.0005
small = matsubara_estimate(im_g_resonance, Ts) - A0
assert abs(small / (np.pi**2 * Ts**2 * curv0 / 2) - 1) < 0.01
centred = matsubara_estimate(lambda wn: im_g_resonance(wn, 0.0), Ts)
sharp = abs(centred - resonance(0.0, 0.0)) / (np.pi**2 * Ts**2 * M / 2)
assert 0.99 < sharp <= 1
print(f"centred level, T = {Ts} eV: |error|/bound = {sharp:.5f}")

# ---- Semicircular band: curvature diverges at the edges ----
D, W, T = 1.0, 0.5, 0.025


def semicircle(w):
    return 2 / (np.pi * D**2) * np.sqrt(np.maximum(D**2 - w**2, 0))


est = matsubara_estimate(lambda q: -2*(np.sqrt(q*q + D*D) - q)/D**2, T)
assert abs(est - window_average(semicircle, T, D / (2 * T))) < 1e-8
MW = 2 / np.pi / (D**2 - W**2)**1.5
grid = np.linspace(-W, W, 2001)
fd = (semicircle(grid+h) - 2*semicircle(grid) + semicircle(grid-h)) / h**2
assert abs(np.max(np.abs(fd)) / MW - 1) < 1e-4
S0 = semicircle(0.0)
inner = np.pi**2 * T**2 * MW / 2
outer = max(kernel(W, T), S0 * outside_weight(W, T))
assert abs(est - S0) <= inner + outer
print("SEMICIRCULAR BAND")
print(f"half-width D, cut W, T: {D}, {W}, {T} eV")
print(f"A(0): {S0:.5f} 1/eV; estimate: {est:.5f} 1/eV")
print(f"error: {est-S0:.5f} 1/eV; max |A''| inside W: {MW:.4f} 1/eV^3")
print(f"K(W): {kernel(W,T):.6f}; A(0)P(W): {S0*outside_weight(W,T):.6f} 1/eV")
print(f"local bound: {inner:.5f} + {outer:.5f} = {inner+outer:.5f} 1/eV")

# ---- Flat bands with a gap |w| < gap: A(0) = 0 ----
print(f"GAPPED FLAT BANDS, outer edge {D} eV, T = {T} eV, A(0) = 0")
for gap in (0.01, 0.20):
    height = 1 / (2 * (D - gap))
    est = 2 * quad(lambda w: height * kernel(w, T), gap, D,
                   epsabs=1e-12, limit=200)[0]
    closed = height * (outside_weight(gap, T) - outside_weight(D, T))
    assert abs(est - closed) < 1e-9
    assert est <= kernel(gap, T)
    print(f"half-gap {gap:.2f} eV: band height {height:.4f} 1/eV")
    print(f"  estimate {est:.5f}, limit K(gap) {kernel(gap,T):.5f} 1/eV")

print("all good")
```

Output:

```
WINDOW
norm of K: 1.000000
standard deviation / T: 3.1416
full width at half maximum / T: 5.2678
weight between half-maximum points: 0.6667
TWO-SITE HUBBARD MODEL, site 1, spin up
hopping, U, mu, site-2 energy, T: 0.25, 1.0, 0.3, 0.1, 0.1 eV
G(beta/2) from trace: -0.163199
estimate from trace: 0.519478 1/eV
window average of spectrum: 0.519478 1/eV
upper limit beta/(2 pi): 1.5915 1/eV
RESONANT LEVEL
Gamma, level energy: 0.1, 0.02 eV
A(0): 3.0607 1/eV
A''(0): -498.0 1/eV^3; max |A''|: 636.6 1/eV^3
T = 0.0025 eV (29 K): estimate 3.0456 1/eV
  error -0.0151, leading -0.0154, bound 0.0196 1/eV
  relative error: -0.49 %
T = 0.005 eV (58 K): estimate 3.0035 1/eV
  error -0.0571, leading -0.0614, bound 0.0785 1/eV
  relative error: -1.87 %
T = 0.01 eV (116 K): estimate 2.8671 1/eV
  error -0.1935, leading -0.2458, bound 0.3142 1/eV
  relative error: -6.32 %
T = 0.025 eV (290 K): estimate 2.3745 1/eV
  error -0.6862, leading -1.5361, bound 1.9635 1/eV
  relative error: -22.42 %
T guaranteeing 5 % by the bound: 0.00698 eV
actual relative error there: 3.43 %
centred level, T = 0.0005 eV: |error|/bound = 0.99877
SEMICIRCULAR BAND
half-width D, cut W, T: 1.0, 0.5, 0.025 eV
A(0): 0.63662 1/eV; estimate: 0.63464 1/eV
error: -0.00198 1/eV; max |A''| inside W: 0.9801 1/eV^3
K(W): 0.000578; A(0)P(W): 0.000037 1/eV
local bound: 0.00302 + 0.00058 = 0.00360 1/eV
GAPPED FLAT BANDS, outer edge 1.0 eV, T = 0.025 eV, A(0) = 0
half-gap 0.01 eV: band height 0.5051 1/eV
  estimate 0.44117, limit K(gap) 6.24096 1/eV
half-gap 0.20 eV: band height 0.6250 1/eV
  estimate 0.01457, limit K(gap) 0.23312 1/eV
all good
```
